\section*{Do Amorphous and Crystalline Silicon Melt at the Same Temperature?}

\section{One substance, one melting point?}

\textsc{Q.} I am modelling a laser anneal. The wafer carries a 100 nm layer of silicon that implantation has made amorphous, and I let it melt at 1690 K. Silicon is silicon: the atoms are the same and so is the liquid. Why would the arrangement of the solid matter?

\textsc{A.} Because melting compares two phases, and you have named only one of them. At fixed temperature $T$ and pressure, material lowers its Gibbs free energy $G=H-TS$, where $H$ is enthalpy and $S$ entropy. A solid and a liquid coexist where their free energies per atom are equal. Write $c$, $a$ and $l$ for crystal, amorphous solid and liquid. There are then two conditions,
\begin{equation}
G_l(T_c)=G_c(T_c),\qquad G_l(T_a)=G_a(T_a).
\label{two}
\end{equation}
Your 1690 K is $T_c$. Nothing in the first condition fixes $T_a$.

\textsc{Q.} Could the two not coincide anyway?

\textsc{A.} They would if $G_a=G_c$ at $T_c$. But the amorphous solid crystallizes spontaneously when it is warm enough for atoms to rearrange, so there $G_a>G_c$. Suppose this persists up to $T_c$, and define $f=G_l-G_a$. At $T_c$ we may replace $G_l$ by $G_c$, so
\begin{equation}
f(T_c)=G_c(T_c)-G_a(T_c)<0 .
\end{equation}
At $T_c$ the liquid is already the more stable of the pair. At fixed pressure $dG/dT=-S$, hence
\begin{equation}
f'(T)=-(S_l-S_a).
\end{equation}
If the liquid has the larger entropy, $f$ rises on cooling. If it becomes positive at some lower temperature, it has crossed zero once in between. That crossing is $T_a$, and it lies below $T_c$.

\textsc{Q.} You treat the amorphous film as a phase. Glasses soften gradually; they have no melting point.

\textsc{A.} That is an assumption, and it matters. An ordinary glass turns continuously into its own liquid, and then the second condition in \eqref{two} defines no transition. Amorphous silicon is a fourfold-bonded semiconductor, while its liquid is a denser metal with more neighbours per atom. I take them to be distinct phases joined by a first-order transition, and I take the amorphous structure as fixed during heating. The argument doesn't prove either assumption.

\section{How large is the difference?}

\textsc{Q.} Then give me the size. A few kelvin I can ignore.

\textsc{A.} Write $X_{ac}=X_a-X_c$ and $X_{lc}=X_l-X_c$ for any quantity $X$. Since $G_{lc}(T_c)=0$ and $dG_{lc}/dT=-S_{lc}$, integration from $T_a$ to $T_c$ gives
\begin{equation}
G_{lc}(T_a)=\int_{T_a}^{T_c}S_{lc}\,dT=\bar S\,(T_c-T_a),
\end{equation}
where $\bar S$ is the mean of $S_{lc}$ over the interval. At $T_a$ the liquid and amorphous free energies agree, so $G_{lc}(T_a)=G_{ac}(T_a)$ and
\begin{equation}
T_c-T_a=\frac{G_{ac}(T_a)}{\bar S}.
\label{gap}
\end{equation}
The gap is the excess free energy of the amorphous solid divided by the mean entropy of melting of the crystal.

\textsc{Q.} That still has $T_a$ on both sides.

\textsc{A.} So we need the free energies as functions of $T$. Let the amorphous solid have a heat capacity larger than the crystal's by $bT/T_c$, and let its excess enthalpy and entropy extrapolate to $H_0$ and $S_0$ at $T=0$. Integrating the excess heat capacity, and the same divided by $T$, gives
\begin{align}
H_{ac}&=H_0+\int_0^T\frac{bt}{T_c}\,dt=H_0+\frac{bT^2}{2T_c},\\
S_{ac}&=S_0+\int_0^T\frac{b}{T_c}\,dt=S_0+\frac{bT}{T_c}.
\end{align}
Subtracting $T S_{ac}$ from $H_{ac}$ leaves
\begin{equation}
G_{ac}=H_0-S_0T-\frac{bT^2}{2T_c}.
\label{gac}
\end{equation}
The minus sign of the last term arises because $\tfrac12-1=-\tfrac12$.

For the liquid, let $L$ be the latent heat of the crystal at $T_c$, and let the liquid's heat capacity differ from the crystal's by a constant $d$. At $T_c$ the enthalpy jump is $L$ and the entropy jump $L/T_c$, so
\begin{align}
H_{lc}&=L+d\,(T-T_c),\\
S_{lc}&=\frac{L}{T_c}+d\ln\frac{T}{T_c},\\
G_{lc}&=L\left(1-\frac{T}{T_c}\right)+d\left[T-T_c-T\ln\frac{T}{T_c}\right].
\label{glc}
\end{align}
The melting point $T_a$ solves $G_{lc}=G_{ac}$. The crystal's own heat capacity has cancelled.

\textsc{Q.} And the numbers for silicon?

\textsc{A.} Rough typical ones: $T_c=1690$ K, $L=0.52$ eV per atom, $H_0=0.11$ eV, $S_0=0.10\,k_B$, $b=0.50\,k_B$ and $d=-0.20\,k_B$, with $k_B=8.617\times10^{-5}$ eV/K. First the conditions of the argument. Because $S_{ac}>0$, $G_{ac}$ falls with temperature, so its smallest value up to $T_c$ is the one at $T_c$, 59 meV, which is positive. The difference
\begin{equation}
S_l-S_a=\frac{L}{T_c}+d\ln\frac{T}{T_c}-S_0-\frac{bT}{T_c}
\label{sla}
\end{equation}
also falls with $T$, since $d<0$ and $b>0$. Its smallest value up to $T_c$ is therefore $2.97\,k_B$, also positive. At 1200 K the liquid lies 152 meV above the crystal and the amorphous solid 81 meV above it, so $f>0$ there. One crossing must follow between 1200 and 1690 K.

It lies at $T_a=1463$ K, or about $1190\,^\circ$C. There both free energies are 70.1 meV above the crystal. With $\bar S=3.585\,k_B$, equation \eqref{gap} gives
\begin{equation}
T_c-T_a=\frac{0.0701\ \mathrm{eV}}{3.585\times8.617\times10^{-5}\ \mathrm{eV/K}}\approx227\ \mathrm K .
\end{equation}
That is not a correction you can ignore.

\textsc{Q.} Is there an estimate I can do without solving for the crossing?

\textsc{A.} Expand $f$ about $T_c$. Let $x=T_c-T_a$, $g=G_{ac}(T_c)$ and $s=S_l-S_a$ at $T_c$. Since $dS/dT$ is heat capacity over $T$, $f''=-(c_l-c_a)/T$. At $T_c$ we have $c_l-c_a=d-b$, so $f''=(b-d)/T_c$. To second order,
\begin{equation}
0=f(T_c-x)=-g+sx+\frac{b-d}{2T_c}x^2 ,
\end{equation}
and therefore
\begin{equation}
x=\frac gs-\frac{b-d}{2T_cs}x^2 .
\end{equation}
The first term gives 231 K. The second, with $x=227$ K, is
\begin{equation}
\frac{0.70\times227^2}{2\times1690\times2.971}\ \mathrm K\approx3.6\ \mathrm K ,
\end{equation}
which accounts for the difference. If $H_0$ is lowered until $g$ is halved, with the other parameters held fixed, the error of $g/s$ falls by a factor 3.96, close to the factor 4 of a second-order error.

\section{Why not simply count the weaker bonding?}

\textsc{Q.} I would have reasoned more directly. The amorphous network stores energy in strained bonds, so it needs less heat to melt. Can I scale the melting point by the enthalpy?

\textsc{A.} Try it. At $T_c$ the stored enthalpy is $H_0+bT_c/2=0.146$ eV. Your rule keeps the crystal's entropy for the amorphous solid and sets $L(1-T/T_c)=H_{ac}$. With $H_{ac}$ held at its value at $T_c$, this gives
\begin{equation}
T_c-T=T_c\frac{H_{ac}}{L}=1690\times\frac{0.1464}{0.52}\ \mathrm K\approx476\ \mathrm K .
\end{equation}
That is about twice the model's gap. What you left out is that the disordered solid also has more entropy, here $S_0+b=0.60\,k_B$ at $T_c$. The term $T_cS_{ac}$ is 0.087 eV, which cancels more than half of the stored enthalpy and leaves the 59 meV quoted above. The extra entropy acts a second time, in the opposite direction. Dividing 59 meV by the crystal's entropy of melting, $L/T_c=3.57\,k_B$, would give 192 K; dividing by the smaller $s=2.97\,k_B$ gives the 231 K found earlier.

\textsc{Q.} So enthalpy sets the scale and entropy trims it?

\textsc{A.} Entropy can do more than trim. Keep the same $H_0$ and $b$, and imagine a solid with $S_0=0.505\,k_B$. Then
\begin{equation}
G_{ac}(T_c)=H_0-S_0T_c-\tfrac12bT_c=0 ,
\end{equation}
and that solid melts at 1690 K, although its excess enthalpy is unchanged. This is a limiting case and not a description of silicon. It shows that a higher enthalpy by itself does not imply a lower melting point; a higher free energy does, under the conditions stated earlier.

\textsc{Q.} But my intuition about needing less heat was right?

\textsc{A.} In this model, yes. At coexistence $G_l=G_a$, so $H_l-H_a=T_a(S_l-S_a)$. Equation \eqref{sla} gives $3.067\,k_B$ at $T_a$, and the latent heat is
\begin{equation}
L_a=1463\times3.067\,k_B\approx0.387\ \mathrm{eV},
\end{equation}
or 37.3 kJ/mol, against 50.2 kJ/mol for the crystal. Latent heat and melting temperature are nevertheless separate quantities: the first is an enthalpy difference at the crossing, the second is where the crossing lies.

\section{Is a metastable melting point real?}

\textsc{Q.} Something still bothers me. At 1463 K the stable phase is the crystal. If liquid appears there, it ought to freeze at once. How can you call that melting?

\textsc{A.} Equilibrium can be restricted. If no crystal forms during the observation, the atoms have two phases to choose from. Consider an isolated sample with liquid fraction $y$ and solid fraction $1-y$, both at temperature $T$, where $\sigma$ stands for whichever solid is allowed. At fixed pressure and without heat exchange, the total enthalpy is fixed:
\begin{equation}
(1-y)H_\sigma+yH_l=\text{constant}.
\end{equation}
Let $C=(1-y)c_\sigma+yc_l$. Changing $y$ by $dy$ changes $T$ so that
\begin{equation}
(H_l-H_\sigma)\,dy+C\,dT=0 .
\end{equation}
The total entropy $S$ changes by $(S_l-S_\sigma)\,dy+C\,dT/T$. Eliminating $dT$,
\begin{equation}
\frac{dS}{dy}=S_l-S_\sigma-\frac{H_l-H_\sigma}{T}=-\frac{G_l-G_\sigma}{T}.
\end{equation}
The entropy is stationary where the free energies agree. To see that this is a maximum, differentiate once more at that point. There $G_l-G_\sigma$ vanishes, so only its change contributes. It changes by $-(S_l-S_\sigma)\,dT$, with $dT/dy=-(H_l-H_\sigma)/C$, and so
\begin{equation}
\frac{d^2S}{dy^2}=-\frac{(S_l-S_\sigma)(H_l-H_\sigma)}{TC}<0 .
\end{equation}
Direct maximization, with enthalpies and entropies integrated from the heat capacities, gives 1463 K with the crystal excluded and 1690 K with the amorphous solid excluded. The metastable melting point is as sharply defined as the stable one, for as long as the exclusion lasts.

\textsc{Q.} And when the exclusion ends?

\textsc{A.} Then your objection applies, with a curious result. Take a film half melted at $T_a$, and let it become a mixture of crystal and liquid at $T_c$ without gaining or losing heat. Measured from the crystal at $T_a$, the starting enthalpy per atom is $H_{ac}(T_a)+L_a/2=0.137+0.193=0.331$ eV after rounding. For the crystal I use an Einstein heat capacity with temperature 500 K plus $0.5\,k_BT/T_c$. Its mean over this interval is about $3.44\,k_B$, so warming the crystal by 227 K takes 0.067 eV. The rest melts a fraction
\begin{equation}
y=\frac{0.331-0.067}{0.52}\approx0.51 .
\end{equation}
The film has warmed by 227 K, and with these parameters about half of it is still liquid. The heat came from the energy stored in the amorphous half. Turning that half into crystal at $T_a$ releases $0.137/2\approx0.069$ eV per atom of film, while warming the half-crystal, half-liquid film to $T_c$ takes about 0.065 eV. The small remainder melts a little more crystal. The total entropy rises by $0.24\,k_B$ per atom, so the change is allowed and does not reverse spontaneously in isolation.

\section{The laser and the furnace}

\textsc{Q.} If this melting point is real, why would I never see it in a furnace?

\textsc{A.} Because the film crystallizes on the way up. Let the amorphous--crystal boundary advance from the wafer at speed $v=v_0e^{-E/k_BT}$, with rough values $v_0=3\times10^8$ cm/s and $E=2.7$ eV. At heating rate $r$, $dt=dT/r$, so a film of thickness $h$ is just consumed on reaching $T_a$ if
\begin{equation}
r=\frac1h\int_{300\,\mathrm K}^{T_a}v\,dT .
\end{equation}
For $h=100$ nm this is $9\times10^5$ K/s. The integral comes mostly from the last stretch below $T_a$, of width about $k_BT_a^2/E\approx68$ K, because $v$ falls by a factor $e$ over roughly that distance.

Crystals can also appear inside the film. Extrapolating a rough crystallization time of $10^4$ s at 900 K with an activation energy of 4 eV gives 24 $\mu$s at $T_a$. The corresponding width is $k_BT_a^2/(4\ \mathrm{eV})\approx46$ K, and crossing it in 24 $\mu$s requires about $2\times10^6$ K/s. The boundary is thus of order $10^6$ K/s, and the long extrapolation makes even that uncertain. A furnace ramp is far slower. It delivers crystal, which then melts at $T_c$.

\textsc{Q.} My pulse lasts 30 ns.

\textsc{A.} Going from 300 K to $T_a$ in that time means $3.9\times10^{10}$ K/s. Even at $T_a$, a full 30 ns of epitaxy would consume only about 0.05 nm. On these estimates the film reaches $T_a$ still amorphous.

\textsc{Q.} Then how much energy do I save, compared with melting a crystalline layer?

\textsc{A.} Hold the thickness and the starting temperature fixed, and let no heat escape. With $5\times10^{22}$ atoms/cm$^3$, a 100 nm layer has $5\times10^{17}$ atoms/cm$^2$. Heating and fully melting it takes at least 58 mJ/cm$^2$ absorbed if it is amorphous and 72 mJ/cm$^2$ if it is crystalline. The difference, 14 mJ/cm$^2$, is about 0.17 eV per atom. Of this, 0.11 eV was already stored in the film at 300 K; the remaining 0.06 eV is the heat that would take the liquid from $T_a$ to $T_c$.

Don't use these as laser settings. With a rough thermal diffusivity of 0.1 cm$^2$/s for the hot crystalline wafer, heat travels about $\sqrt{0.1\times30\times10^{-9}}$ cm, or 550 nm, during the pulse. That is over five film thicknesses, so once the melt nears the wafer much of the heat enters it, and the real requirement can be several times larger. The amorphous film itself conducts heat roughly ten times worse: a rough diffusivity of 0.007 cm$^2$/s gives about 140 nm. It therefore holds heat near the surface, and the real difference between the two thresholds can be much larger than 14 mJ/cm$^2$. Reflected light must be added as well.

\section{How far to trust 227 K}

\textsc{Q.} Should I now type 1463 K into my simulator?

\textsc{A.} As a starting value, with a range. How the film was made and relaxed changes its free energy. Letting $H_0$ run from 0.10 to 0.12 eV and $S_0$ from 0 to $0.2\,k_B$ moves the gap from 138 to 309 K. The smallest gap belongs to low $H_0$ and high $S_0$, as \eqref{gac} requires. The excess heat capacity matters too: with $H_0$ and $S_0$ at their original values, $b$ from 0.25 to $0.75\,k_B$ moves the gap from 275 to 171 K. So ``roughly two hundred kelvin'' is a fair statement of scale for a relaxed film, which is what these values of $H_0$ describe. An as-implanted film that does not relax during the pulse can store a few hundredths of an eV more; $H_0=0.15$ eV with $S_0$ from 0.3 to $0.1\,k_B$ gives a gap of 287 to 377 K. The last digits of 1463 K describe my parameters, not your film.

\textsc{Q.} What about everything else you left out?

\textsc{A.} A small shift $\delta G$ in $G_l-G_a$ moves the crossing by $\delta G/(S_l-S_a)$. Three effects can be sized in this way.
\begin{itemize}
\item Liquid heat capacity: setting $d=0$ lowers $T_a$ by about 1 K.
\item Thermal strain: a film held laterally by a cold wafer has strain $\epsilon=\alpha(T_a-300\ \mathrm K)$ and elastic energy density $M\epsilon^2$. With $\alpha=4\times10^{-6}$ K$^{-1}$ and biaxial modulus $M=150$ GPa, this raises $G_a$ enough to lower $T_a$ by 1.5 K.
\item Dopant: in a dilute ideal liquid, an atomic fraction $x_d$ lowers the chemical potential of silicon by $k_BTx_d$. At $10^{20}$ cm$^{-3}$, $x_d=0.002$, and $T_a$ falls by 1 K if the solid holds no dopant. Dopant retained in the solid reduces the shift.
\end{itemize}

A moving front is another matter. Melting 100 nm within 30 ns needs at least 3.3 m/s, since part of the pulse goes into heating. With a rough interface response of 15 K per m/s, borrowed from the crystal--liquid interface near $T_c$, the front runs 50 K or more above $T_a$. This superheating drives the motion and does not change $T_a$, but a measurement that takes the front temperature for $T_a$ would read too high.

\textsc{Q.} How does all this sit beside real films?

\textsc{A.} The crystal's melting point and latent heat are close to those of real silicon, and pulsed heating experiments also put amorphous melting roughly two hundred kelvin lower. Of the uncertainties in $T_a$ sized here, the largest comes from assuming one well-defined amorphous state: over the range of $H_0$ and $S_0$ given for a relaxed film, it moves the gap by some 80 to 90 K either way, and an unrelaxed film can widen the gap further. I also assumed no hydrogen. Deposited films can hold a good deal of it, and its release during the pulse lies outside this model.

\textsc{Q.} So my simulator needs two melting points and a record of which solid is present.

\textsc{A.} Two latent heats as well, and a rule for crystallization. Just after your film has melted, it can be liquid on a crystalline wafer and still well below $T_c$. While the interface with the wafer is below $T_c$, the crystal can grow back into the melt from below, and new crystals may form inside the melt. Heating that interface past $T_c$ only delays the regrowth until it cools again. The numerical output lists the main inputs and results.

\section*{Table of computed values}
\begin{verbatim}
Input: Tc = 1690 K, L = 0.52 eV/atom = 50.2 kJ/mol
Input: H0 = 0.11 eV/atom, S0 = 0.10 k_B
Input: b = 0.50 k_B, d = -0.20 k_B
Input: crystal Einstein temperature = 500 K
Free energies above crystal (meV/atom): T in K, amorphous, liquid
   1200.0    81.30   152.13
   1463.0    70.11    70.11
   1600.0    63.58    27.73
   1690.0    59.03     0.00
Amorphous melting point Ta, formula = 1463.0 K = 1190 C
Ta, integrated free energies = 1463.0 K
Ta, maximum entropy, crystal excluded = 1463.0 K
Tc, maximum entropy, amorphous excluded = 1690.0 K
Gap Tc - Ta = 227.0 K
Mean crystal melting entropy from Ta to Tc = 3.585 k_B
S_l - S_a at Tc = 2.971 k_B; at Ta = 3.067 k_B
Linear gap estimate = 230.6 K
Linear error ratio when G_ac(Tc) is halved = 3.96
Excess amorphous enthalpy at Tc = 0.1464 eV/atom
Gap estimate from enthalpy alone = 476 K
Compensating S0 = 0.505 k_B gives Ta = 1690.0 K
Amorphous latent heat = 0.3866 eV/atom = 37.3 kJ/mol
Half-melted film after crystallization: liquid = 0.506
Entropy gain in that change = 0.238 k_B/atom
Film = 100 nm, pulse = 30 ns, start = 300 K
Atom density = 5.0e+22 cm^-3
Least absorbed energy, amorphous = 58.2 mJ/cm2
Least absorbed energy, crystal = 72.1 mJ/cm2
Preparation range: H0 = 0.10 to 0.12 eV, S0 = 0 to 0.2 k_B
Gap over that range = 138 to 309 K
Ta shift if d = 0: -1.05 K
Strain inputs: 4e-06 /K, 150 GPa
Ta shift from thermal strain energy = -1.5 K
Ta shift from 1e+20 cm^-3 dopant, bound = -1.0 K
Melt-front speed, film/pulse = 3.3 m/s
Interface response input = 15 K per m/s
Front superheat = 50 K
Wafer heat diffusivity input = 0.1 cm2/s
Heat diffusion length in pulse = 548 nm
Epitaxy inputs: v0 = 3e+08 cm/s, barrier = 2.7 eV
Epitaxy in one pulse length at Ta = 0.045 nm
Heating rate that just avoids full epitaxy = 9.4e+05 K/s
Laser heating rate = 3.9e+10 K/s
Random crystallization: 1e+04 s at 900 K, 4 eV
Random crystallization time at Ta = 24 us
\end{verbatim}
